\section*{Negative-Energy Contamination of Correlation Orbitals in Numerical Multiconfiguration Dirac-Fock}

\section{Definitions and conventions}

Atomic units are used in the algebra, with $c=1/\alpha$; numerical results are in eV and angstrom. The electron rest energy is subtracted, so the free negative continuum begins at $-2c^2$. The system is a helium-like ion with a point nucleus of charge $Z$. The electrons interact through the Coulomb repulsion alone: Breit, recoil and radiative terms are left out.

An orbital with relativistic quantum number $\kappa$ has real radial functions $P$ (large) and $Q$ (small),
\begin{equation}
\phi=\frac1r\begin{pmatrix}P\,\chi_{\kappa}\\ iQ\,\chi_{-\kappa}\end{pmatrix},\qquad
h=\begin{pmatrix}-\frac Zr & c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)\\[2pt]
c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)&-\frac Zr-2c^2\end{pmatrix},
\end{equation}
where $h$ acts on $(P,Q)$. Here $\kappa=-1$ for $s_{1/2}$ and $\kappa=+1$ for $p_{1/2}$. The multipole potential of two orbitals is
\begin{equation}
Y_k[f,g](r)=\int_0^\infty\frac{r_<^k}{r_>^{k+1}}\,(P_fP_g+Q_fQ_g)(r')\,dr' .
\end{equation}
The \emph{occupied field} is that of one $1s$ electron plus the nucleus, $h_{\rm occ}=h+Y_0[1s,1s]$. In the Dirac-Fock ground state each electron moves in this field. Its eigenstates $n$ with energies $E_n$ below the gap are the negative-energy states of the occupied field, and $\Lambda_+$ projects onto all the others.

\section{The belief and its appeal}

Without projectors, the two-electron Dirac-Coulomb Hamiltonian has a defect called Brown-Ravenhall disease. Consider a bound state of energy $E$ and neglect the repulsion for a moment. One electron can be put in a negative-continuum state of energy $E_-\le-2c^2$ and the other in a positive-continuum state of energy $E_+=E-E_-$. The total is again $E$. The bound state is thus degenerate with a continuum, to which the repulsion couples it.

The belief examined here is that numerical multiconfiguration Dirac-Fock (MCDF) escapes this defect. Its radial equations are solved on a grid for orbitals that are regular at the origin, decay at infinity, have a chosen number of nodes and have an energy inside the gap. Such orbitals look like electron orbitals, so no projector seems necessary.

For the single configuration $1s^2$ the belief is right. The $1s$ orbital is an eigenstate of $h_{\rm occ}$ above the negative continuum, and is therefore orthogonal to the negative-energy states of that operator. The question is whether a correlation orbital, which obeys a different equation, inherits this property.

\section{Energy of a two-configuration state}

Take
\begin{equation}
\Psi=c_1|1s^2\,J{=}0\rangle+c_2|p_{1/2}^2\,J{=}0\rangle,\qquad c_1^2+c_2^2=1,
\end{equation}
with $1s$ frozen at its Dirac-Fock form and $p$ free to vary.

The angular part of $|1s^2\rangle$ for the large components is the spin singlet $|S\rangle$. Since $\chi_{+1}=-\boldsymbol\sigma\cdot\mathbf n\,\chi_{-1}$, that of $|p^2\rangle$ is $(\boldsymbol\sigma_1\cdot\mathbf n_1)(\boldsymbol\sigma_2\cdot\mathbf n_2)|S\rangle$, the two minus signs cancelling. In the expansion of $1/r_{12}$ in Legendre polynomials $P_k(\mathbf n_1\cdot\mathbf n_2)$, only $k=1$ can connect the two, because the spin operator is linear in each direction. With the angular average $\overline{n_in_j}=\delta_{ij}/3$,
\begin{equation}
\overline{(\mathbf n_1\cdot\mathbf n_2)\langle S|(\boldsymbol\sigma_1\cdot\mathbf n_1)(\boldsymbol\sigma_2\cdot\mathbf n_2)|S\rangle}
=\tfrac19\langle S|\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2|S\rangle=-\tfrac13 .
\end{equation}
For the small components the two spinors exchange roles, and the transition again brings $-\boldsymbol\sigma\cdot\mathbf n$; the factors $i$ cancel. Each electron therefore contributes the density $P_{1s}P_p+Q_{1s}Q_p$. Within one configuration $(\boldsymbol\sigma\cdot\mathbf n)^2=1$, so only $k=0$ survives.

Let $I=\langle p|h|p\rangle$, let $F_0=\langle p|Y_0[p,p]|p\rangle$, where these brackets are radial integrals over $(P,Q)$, and define the exchange operator $K$ on the radial pair by
\begin{equation}
K\begin{pmatrix}P_p\\Q_p\end{pmatrix}=Y_1[1s,p]\begin{pmatrix}P_{1s}\\Q_{1s}\end{pmatrix},\qquad R_1=\langle p|K|p\rangle .
\end{equation}
With $g=R_1/3$ the matrix elements are $E_{11}$ (the Dirac-Fock energy), $E_{22}=2I+F_0$ and $H_{12}=-g$. The integral $R_1$ is a dipole self-energy and is positive, so the lower state has $c_1$ and $c_2$ of equal sign. Its energy is
\begin{equation}
E=c_1^2E_{11}+c_2^2(2I+F_0)-\tfrac23c_1c_2R_1. \label{energy}
\end{equation}
The secular equations are
\begin{equation}
(E_{11}-E)c_1=g\,c_2,\qquad (E_{22}-E)c_2=g\,c_1. \label{secular}
\end{equation}
Multiplying them, with $E_c=E-E_{11}$ and $d=E_{22}-E_{11}$, gives $E_c(E_c-d)=g^2$. The lower root and the mixing ratio are
\begin{equation}
E_c=\frac{d-\sqrt{d^2+4g^2}}2=-\frac{2g^2}{d+\sqrt{d^2+4g^2}},\qquad
\frac{c_2}{c_1}=-\frac{E_c}{g}.
\end{equation}

\section{The correlation orbital has its own field}

Now vary $p$ at fixed norm. The coefficients need no variation, since $E$ is already stationary in them. The integrals change by
\begin{align}
\delta I&=2\langle\delta p|h|p\rangle, &
\delta F_0&=4\langle\delta p|Y_0[p,p]|p\rangle, &
\delta R_1&=2\langle\delta p|K|p\rangle .
\end{align}
The factor 4 arises because $F_0$ is of fourth degree in $p$. Inserting these in (\ref{energy}) and taking out $4c_2^2$,
\begin{equation}
\delta E=4c_2^2\langle\delta p|F_p|p\rangle,\qquad
F_p=h+Y_0[p,p]-\frac{c_1}{3c_2}K. \label{fock}
\end{equation}
The norm constraint then gives $F_pp=\varepsilon p$. The orbital energy follows from the expectation value and the second equation of (\ref{secular}):
\begin{equation}
\varepsilon=I+F_0-g\frac{c_1}{c_2}=I+F_0-(2I+F_0-E)=E-I .
\end{equation}

The last term of $F_p$ is the pair coupling. Because the orbital equation has been divided by the small weight $c_2^2$, this term carries the large factor $c_1/(3c_2)$. It makes the correlation orbital compact, and it is absent from $h_{\rm occ}$.

At convergence $p$ is orthogonal to the negative-energy eigenstates of $F_p$, as eigenvectors of one Hermitian operator are. That is what choosing a root in the gap secures. For the occupied field, write $F_p=h_{\rm occ}+W$ with
\begin{equation}
W=Y_0[p,p]-Y_0[1s,1s]-\frac{c_1}{3c_2}K .
\end{equation}
Projecting $F_pp=\varepsilon p$ on a negative-energy state $n$ of $h_{\rm occ}$ gives $E_n\langle n|p\rangle+\langle n|W|p\rangle=\varepsilon\langle n|p\rangle$, hence
\begin{equation}
a_n\equiv\langle n|p\rangle=\frac{\langle n|W|p\rangle}{\varepsilon-E_n}. \label{amplitude}
\end{equation}
The negative-energy weight $w=\sum_na_n^2$ vanishes only if every one of these matrix elements vanishes. No boundary condition requires that.

\section{A grid does not change the equation}

For $\kappa=+1$, put $U=-Z/r+Y_0[p,p]$, $s=c_1/(3c_2)$ and $Y_1=Y_1[1s,p]$. The two rows of $(F_p-\varepsilon)p=0$, solved for the derivatives, are
\begin{align}
P'&=-\frac Pr+\frac{(\varepsilon+2c^2-U)Q+sY_1Q_{1s}}c,\\
Q'&=\frac Qr+\frac{(U-\varepsilon)P-sY_1P_{1s}}c .
\end{align}
Near the origin $P$ and $Q$ behave as $r^\gamma$ with $\gamma=\sqrt{1-Z^2/c^2}$. The leading terms of the first equation, $\gamma P=-P+(Z/c)Q$, fix $Q/P=c(\gamma+1)/Z$. The other condition is decay at large $r$. Neither condition refers to the negative-energy states of $h_{\rm occ}$.

For $Z=80$ these equations were solved by finite differences, with the source terms and $\varepsilon$ taken from a converged basis-set calculation. This is one grid sweep at self-consistency, not a separate iteration to convergence. The orbital comes back with norm $0.9999996$, though no norm was imposed. Its large component has no sign change where it exceeds $10^{-6}$ of its maximum. It thus meets the boundary and node conditions listed above, and its negative-energy weight is $0.01692$, the same as in the basis calculation.

\section{Reading the numbers for $Z=80$}

The Dirac-Fock energy is $-190655.129$ eV, and the unprojected two-configuration energy is $-190655.239$ eV. The one-electron energy of $p$ is $I=3765.11$ eV, so
\begin{equation}
\varepsilon=-190655.24-3765.11=-194420.35\ \text{eV}.
\end{equation}
This lies well inside the gap, whose lower edge is at $-1021998$ eV. An orbital energy in the gap is thus no evidence of a pure electron orbital.

The mixing ratio is $c_2/c_1=7.427\times10^{-4}$, which makes the pair-coupling factor $c_1/(3c_2)=449$. The strength of the coupling in the orbital itself follows from $g=-E_c\,c_1/c_2$:
\begin{equation}
g=\frac{0.11016}{7.427\times10^{-4}}=148.3\ \text{eV},\qquad
g\frac{c_1}{c_2}=\frac{148.3}{7.427\times10^{-4}}\approx2.0\times10^5\ \text{eV}.
\end{equation}
The distance from $\varepsilon$ to the negative continuum is about $8.3\times10^5$ eV. The numerator scale in (\ref{amplitude}) is therefore not negligible beside the denominator, and the total amplitude is $\sqrt{0.01692}=0.13$.

The two causes in $W$ can be separated by inserting each part alone in the numerator of (\ref{amplitude}), keeping the converged $p$ and $\varepsilon$. Pair coupling alone gives a weight of $0.01693$; the difference of the direct fields alone gives $2.7\times10^{-10}$. The contamination comes from the correlation coupling. The orbital is compact, with a mean radius of $0.00885$ angstrom, against $0.00873$ for $1s$ and $0.0282$ for the virtual $2p_{1/2}$ state of the occupied field.

Optimizing $1s$ as well, and projecting in the field of the new $1s$, leaves the weight at $0.01692$. Freezing the core did not create the effect.

\section{What the contamination does to the energy}

Remove the negative-energy part, $\delta p=-\sum_na_nn$. The energy is stationary at $p$, so its change begins at second order. With $c_2$ and $F_p$ held fixed, and with the norm constraint included through $\varepsilon$, it is $2c_2^2\langle\delta p|F_p-\varepsilon|\delta p\rangle$. For small admixture $F_p$ may be replaced by $h_{\rm occ}$ within the negative-energy space. Neglecting also the readjustment of the positive-energy part,
\begin{equation}
E_{\rm unprojected}-E_{\rm projected}\approx2c_2^2\sum_na_n^2(\varepsilon-E_n)>0. \label{shift}
\end{equation}
The sign is opposite to that of a variational collapse: along the negative-energy direction the solution is a maximum. At $Z=80$ the correlation energy is $-0.1102$ eV at the solution, $-0.1372$ eV with the negative part removed and the orbital renormalized, and $-0.2202$ eV with that part doubled. Mixing in some of the virtual $2p_{1/2}$ state, with either sign, raises the energy. The solution is a saddle point, and a routine that simply minimizes the energy would leave it. The unequal drops on the two sides also show that a parabola describes this maximum poorly at such a large admixture.

The projected calculation restricts both $p$ and $\delta p$ to the positive-energy space, so that (\ref{fock}) becomes
\begin{equation}
\Lambda_+F_p\Lambda_+p=\varepsilon p,\qquad \Lambda_+p=p .
\end{equation}
Optimizing this way gives the following correlation energies.

\begin{center}
\begin{tabular}{rcccc}
$Z$ & weight $w$ & unprojected (eV) & projected (eV) & difference (eV)\\
20 & $1.11\times10^{-5}$ & $-0.20520$ & $-0.20547$ & $0.000274$\\
50 & $1.79\times10^{-3}$ & $-0.17070$ & $-0.17791$ & $0.00722$\\
80 & $1.69\times10^{-2}$ & $-0.11016$ & $-0.13781$ & $0.0277$
\end{tabular}
\end{center}

At $Z=80$ the missing projector removes $0.0277/0.1378=20\%$ of the projected correlation energy of this model. At $Z=20$ the fraction is $0.13\%$, which is easily overlooked. Estimate (\ref{shift}) gives $0.000273$ eV at $Z=20$, in close agreement, but $0.0237$ eV at $Z=80$, which is $14\%$ below the computed difference. The neglected terms matter there.

The size of the shift can be understood from the mean number of electrons in negative-energy states, $2c_2^2w$. At $Z=80$ it is $2(7.427\times10^{-4})^2(0.01692)=1.87\times10^{-8}$. Dividing the estimate $0.0237$ eV by this number gives a mean energy separation of $1.27\times10^6$ eV. A minute population is multiplied by an energy larger than the gap, and the product is compared with a correlation energy of a tenth of an eV.

For small $Z\alpha$ a scaling estimate is possible. By (\ref{secular}) the pair-coupling strength $gc_1/c_2$ equals $E_{22}-E$, an excitation energy of orbitals of size $1/Z$, and is therefore of order $Z^2$. Its matrix element to a negative-energy state contains one small component more than the diagonal element, a factor $Z\alpha$, and the denominator is about $2/\alpha^2$. Thus $a_n\sim(Z\alpha)^3$ and $w\sim(Z\alpha)^6$. The computed weights grow with local exponents of about $5.5$ between $Z=20$ and $50$, and $4.8$ between $50$ and $80$. They show the steep rise but do not establish the limiting power. In the nonrelativistic limit the estimate vanishes, as it should.

\section{Scope of the refutation}

``Negative energy'' has a meaning only relative to a stated field. With the bare nuclear field in place of the occupied one, the weight at $Z=80$ is $0.01695$ instead of $0.01692$. The difference is small because these two fields differ only by the screening of one electron. A more distant choice changes the number much more: relative to the negative-energy states of the free Dirac operator, the same orbital has a weight of about $0.010$. A weight or a projected energy should therefore be quoted together with its projector.

The energy shift is not a quantum-electrodynamic correction. The unprojected equations treat negative-energy states as empty places into which an electron may be mixed, whereas in electrodynamics they are filled. Nor is the projected energy a complete answer: it belongs to two configurations, a point nucleus and the Coulomb repulsion.

The belief does contain something true. The orbital found here is normalizable and stable against a change of basis size: reducing the number of radial functions per component from 20 to 15 leaves the weight at $0.01692$. With one shared orbital $p$, the ansatz cannot represent the independent positive- and negative-continuum electrons that make the full problem degenerate. Writing $p=p_++p_-$, the mixed terms of $p^2$ always come tied to the $p_+p_+$ and $p_-p_-$ terms. Whether this restriction is what keeps the solution stable was not tested here. The restricted form does not keep the correlation orbital within the positive-energy space of the occupied field; in this calculation the explicit projector does that.

The numerical output below gives the values to more digits.

\section*{Numbers as computed}
\begin{verbatim}
Main case: nuclear charge 80 , electrons 2
angular coupling coefficient: -0.333333
Dirac-Fock energy of 1s^2: -190655.129 eV
total unprojected energy: -190655.239 eV
one-electron energy of correlation p: 3765.11 eV
orbital energy of correlation p: -194420.35 eV
negative continuum edge, -2mc^2: -1021997.9 eV
c2/c1: 7.427100e-04
pair-coupling factor c1/(3 c2): 448.81
mean radius of 1s: 0.008727 angstrom
mean radius of correlation p: 0.008845 angstrom
mean radius of virtual 2p1/2: 0.028183 angstrom
mean radius of negative part: 0.005852 angstrom
negative weight, occupied field: 1.692223e-02
negative weight, bare nuclear field: 1.694891e-02
weight from pair coupling alone: 1.692641e-02
weight from direct-field difference alone: 2.712330e-10
negative weight with smaller basis (15): 1.692222e-02
finite-difference orbital norm: 0.9999996
finite-difference negative weight: 1.692224e-02
sign changes of its large component: 0
correlation energy, negative part times 0: -0.1371544 eV
correlation energy, negative part times 1: -0.1101585 eV
correlation energy, negative part times 2: -0.2202217 eV
Z=20: negative weight 1.10689e-05
Z=20: correlation energy, unprojected -0.2052009 eV
Z=20: correlation energy, projected -0.2054746 eV
Z=20: unprojected minus projected 2.73684e-04 eV
Z=20: second-order estimate 2.73328e-04 eV
Z=50: negative weight 1.78927e-03
Z=50: correlation energy, unprojected -0.1706979 eV
Z=50: correlation energy, projected -0.1779131 eV
Z=50: unprojected minus projected 7.21523e-03 eV
Z=50: second-order estimate 6.98514e-03 eV
Z=80: negative weight 1.69222e-02
Z=80: correlation energy, unprojected -0.1101585 eV
Z=80: correlation energy, projected -0.1378146 eV
Z=80: unprojected minus projected 2.76561e-02 eV
Z=80: second-order estimate 2.37493e-02 eV
negative weight with 1s also optimized: 1.692222e-02
total energy with 1s also optimized: -190655.239 eV
\end{verbatim}
